\section*{Particle heating of a floating wall in an argon plasma}

\section{The problem}

A metal wall floats in a low-pressure argon plasma: it is connected to nothing, so in the steady state it draws no net current. Singly charged ions reach it with the flux $G=10^{20}\ \mathrm{m^{-2}\,s^{-1}}$. The plasma electrons are Maxwellian with temperature $T_e=3$ eV, where $T_e$ denotes an energy throughout. The ionization energy of argon is taken as $E_{iz}=15.8$ eV, and the work function of the metal as $W=4.5$ eV, a rough typical value.

The wall is fully absorbing. Every ion and electron gives up all its kinetic energy there, no electrons are emitted, and each ion leaves as a neutral atom of negligible energy. The ions are cold in the plasma and cross the sheath without collisions. What heat flux $q$ do the charged particles deliver, with the energy of surface recombination included?

\section{A tempting solution}

Each electron that reaches the wall brings $2T_e=6$ eV. Each ion enters the sheath with $T_e/2=1.5$ eV and gains a further 14.04 eV in the floating sheath. An ion is neutralized by an electron taken from the metal. Removing that electron costs $W$, so neutralization releases
\[
E_{iz}-W=15.8-4.5=11.3\ \mathrm{eV}.
\]
The wall draws no current, so one electron arrives per ion, and the energy per ion is
\[
6+1.5+14.04+11.3=32.84\ \mathrm{eV}.
\]
One eV per ion corresponds to $eG=16.022\ \mathrm{W/m^2}$. The heat flux would then be $32.84\times16.022\approx526\ \mathrm{W/m^2}$.

\section{Where it fails}

The kinetic energies are right; they are derived below. The energy released by neutralization is also right. What is missing is a second surface process.

The metal has lost one electron to the ion. Because the wall floats, one plasma electron must replace it. That electron comes from the vacuum side of the surface and ends at the Fermi level, which releases $W$ in addition to its kinetic energy. The two processes together give
\begin{equation}
\underbrace{(E_{iz}-W)}_{\text{ion neutralized}}
+\underbrace{W}_{\text{electron absorbed}}=E_{iz}.
\label{eq:cycle}
\end{equation}
This is energy conservation for a closed cycle. A free ion and a free electron have become a free atom, and the metal has returned to its initial state. The energy released cannot depend on the metal. The tempting solution counted the kinetic energy of the arriving electron but not its binding energy, and so lost $4.5\times16.022\approx72\ \mathrm{W/m^2}$.

\section{The kinetic energies}

\subsection{Ion energy at the sheath edge}

Let $m$ and $M$ be the electron and ion masses, $n_s$ the common density at the sheath edge, and $\phi$ the potential, with $\phi=0$ at the edge. In the sheath $\phi<0$, and $\chi=-e\phi/T_e$ is positive. Let the ions enter with speed $u_0$, and define
\[
u_B=\sqrt{T_e/M},\qquad \mu=u_0/u_B .
\]
Ion energy conservation reads $Mu^2/2=Mu_0^2/2+T_e\chi$, hence $u^2=u_0^2(1+2\chi/\mu^2)$. Continuity, $n_iu=n_su_0$, gives the ion density. For the retarded electrons we use the Boltzmann density. It ignores that the wall absorbs the fastest of them, an error that is appreciable only near the wall, where electrons are few:
\[
n_i=n_s\left(1+\frac{2\chi}{\mu^2}\right)^{-1/2},\qquad n_e=n_se^{-\chi}.
\]
Poisson's equation is $\phi''=-e(n_i-n_e)/\epsilon_0$. With the Debye length $\lambda_D=\sqrt{\epsilon_0T_e/(n_se^2)}$ it becomes
\[
\lambda_D^2\chi''=\left(1+\frac{2\chi}{\mu^2}\right)^{-1/2}-e^{-\chi}.
\]
Multiply by $\chi'$ and integrate from the edge, where the field is negligible on the sheath scale:
\begin{equation}
\frac{\lambda_D^2\chi'^2}{2}
=\mu^2\left[\sqrt{1+\frac{2\chi}{\mu^2}}-1\right]+e^{-\chi}-1 .
\label{eq:first}
\end{equation}
For small $\chi$ the first term on the right is $\chi-\chi^2/(2\mu^2)$ and the rest is $-\chi+\chi^2/2$. Their sum is
\[
\frac{\chi^2}{2}\left(1-\frac1{\mu^2}\right).
\]
The left side is a square, so a sheath needs $\mu\ge1$. The value $\mu=1$ is allowed: the derivative of the right side of (\ref{eq:first}) is then $(1+2\chi)^{-1/2}-e^{-\chi}$, which is not negative because $e^{2\chi}\ge1+2\chi$.

The quasineutral presheath sets the opposite limit. Let ions be created at rest there at a rate $S>0$ per volume. Continuity is $(nu)'=S$. The electric force per volume on the ions is $-T_en'$, by the Boltzmann relation, so
\[
M(nu^2)'=-T_en'
\quad\Rightarrow\quad
n\,(u^2+u_B^2)=n_0u_B^2,
\]
where $n_0$ is the density at $u=0$. With $s=u/u_B$ the flux is
\[
nu=n_0u_B\frac{s}{1+s^2},\qquad
\frac{d(nu)}{ds}=n_0u_B\frac{1-s^2}{(1+s^2)^2}.
\]
The source makes the flux grow toward the wall, which is possible only up to $s=1$. The presheath thus delivers at most $u_B$ and the sheath accepts no less. They join at $u_0=u_B$, and the ion entry energy is
\begin{equation}
\frac{Mu_B^2}{2}=\frac{T_e}{2}=1.5\ \mathrm{eV}.
\end{equation}

\subsection{The floating potential}

Let the wall lie a potential $V$ below the sheath edge, and write $\eta=eV/T_e$. Only electrons whose normal velocity satisfies $mv^2/2>\eta T_e$ reach it. Their flux is
\begin{align}
G_e&=n_s\sqrt{\frac{m}{2\pi T_e}}
\int_{\sqrt{2\eta T_e/m}}^{\infty}v\,e^{-mv^2/(2T_e)}\,dv\nonumber\\
&=n_s\sqrt{\frac{m}{2\pi T_e}}\;\frac{T_e}{m}\,e^{-\eta}
=n_s\sqrt{\frac{T_e}{2\pi m}}\;e^{-\eta}.
\label{eq:eflux}
\end{align}
A floating wall requires $G_e=G=n_su_B$. The density cancels:
\[
e^{-\eta}=\sqrt{\frac{T_e}{M}}\sqrt{\frac{2\pi m}{T_e}}=\sqrt{\frac{2\pi m}{M}},
\]
and therefore
\begin{equation}
\eta_f=\frac12\ln\frac{M}{2\pi m}.
\label{eq:float}
\end{equation}
For argon, with mass 39.95 u, $M/m=72824$ and $\eta_f=4.679$. The ion gains $4.679\times3=14.037$ eV in the sheath and lands with $1.5+14.037=15.537$ eV.

\subsection{Electron energy at the wall}

An electron that passes the barrier has normal kinetic energy $K=mv^2/2-\eta T_e$ left at the wall. Since $v\,dv=dK/m$, the integrand of (\ref{eq:eflux}) is proportional to $e^{-K/T_e}\,dK$ with $K$ running from zero. The mean normal energy per arriving electron is
\[
\frac{\int_0^\infty K e^{-K/T_e}dK}{\int_0^\infty e^{-K/T_e}dK}=T_e .
\]
The barrier does not select on the two transverse velocities, which contribute $T_e/2$ each. Each electron brings $2T_e=6$ eV, whatever the height of the barrier.

The sheath is not an additional source of energy at a floating wall. At the sheath edge the electrons that will arrive carry $2T_e+\eta_fT_e$ each, and the ions $T_e/2$. At the wall the electrons carry $2T_e$ and the ions $T_e/2+\eta_fT_e$. The sum is the same: the field takes from the electrons what it gives to the ions.

\section{The heat flux}

With the recombination energy from (\ref{eq:cycle}),
\begin{equation}
q=G\left[2T_e+\frac{T_e}{2}+\frac{T_e}{2}\ln\frac{M}{2\pi m}+E_{iz}\right].
\label{eq:q}
\end{equation}
The bracket is
\[
6+1.5+14.037+15.8=37.337\ \mathrm{eV},
\]
and
\[
q=37.337\times16.022\approx598\ \mathrm{W/m^2}=0.0598\ \mathrm{W/cm^2}.
\]
The charged particles heat the wall by nearly $600\ \mathrm{W/m^2}$. Electron impact supplies 96, ion impact 249 and recombination $253\ \mathrm{W/m^2}$. Without recombination the result would be $345\ \mathrm{W/m^2}$.

The rounded value of $E_{iz}$ can be compared with a calculation for the free atom and ion. Coupled-cluster theory with single and double excitations and a frozen core gives 15.50 eV in the cc-pVTZ basis and 15.65 eV in cc-pVQZ, a shift of 0.15 eV. Triple excitations, core correlation, spin--orbit coupling and the remaining basis error are left out. Using 15.65 eV instead of 15.8 eV would lower $q$ by $0.15\times16.022\approx2.4\ \mathrm{W/m^2}$. Most of that difference is the error of the calculation, and the rest is rounding. Neither is an uncertainty of the ionization energy, which is measured as 15.76 eV. With the measured value $q$ changes by less than $1\ \mathrm{W/m^2}$.

At fixed $G$, equation (\ref{eq:q}) is a straight line in $T_e$. The kinetic part is $(2.5+4.679)\,T_e=7.179\,T_e$, or about $115\ \mathrm{W/m^2}$ for each eV of electron temperature. As $T_e\to0$ the recombination part remains. The two parts are equal at $T_e=15.8/7.179\approx2.2$ eV; below this, recombination is the larger. In a discharge $G$ changes with $T_e$ too, so this line does not describe a change of operating conditions.

\section{When the work function does matter}

Suppose the wall is connected to a supply and receives $r=G_e/G$ plasma electrons per ion. The supply provides the other $1-r$ electrons at the Fermi level, and these release no binding energy. From (\ref{eq:eflux}), $e^{-\eta}=r\,e^{-\eta_f}$, so $\eta=\eta_f-\ln r$. The heat per ion becomes
\begin{equation}
\varepsilon(r)=r\,(2T_e+W)+\frac{T_e}{2}+T_e(\eta_f-\ln r)+E_{iz}-W .
\label{eq:r}
\end{equation}
For $r=1$ the work function cancels and (\ref{eq:q}) returns. For a strongly negative wall $r\to0$, the electron term vanishes, and recombination does contribute $E_{iz}-W$. The tempting solution combined this limit with the electron flux of a floating wall.

Equation (\ref{eq:r}) also shows that floating is not the condition of least heating. With $G$ and $T_e$ fixed,
\[
\frac{d\varepsilon}{dr}=2T_e+W-\frac{T_e}{r}=0
\quad\Rightarrow\quad
r=\frac{T_e}{2T_e+W}=\frac{3}{10.5}\approx0.29 .
\]
This is a minimum, because the second derivative $T_e/r^2$ is positive. The wall is then $-(T_e/e)\ln r\approx3.8$ V more negative than when it floats. The change in heat per ion is
\[
(r-1)(2T_e+W)-T_e\ln r\approx-7.5+3.8=-3.7\ \mathrm{eV},
\]
or about $-60\ \mathrm{W/m^2}$. For a wall biased by $U$ below the floating potential, $r=e^{-eU/T_e}$ and the change per ion is $eU-(2T_e+W)(1-e^{-eU/T_e})$. It is negative up to $U\approx10$ V: such a bias repels more electron heat than it adds to the ions. A larger bias does the reverse.

\section{How far a real reactor departs from the model}

The numbers are in the regime of a low-pressure inductive argon etching reactor. The Bohm speed is $2692\ \mathrm{m/s}$, so the given flux implies a sheath-edge density $G/u_B=3.7\times10^{16}\ \mathrm{m^{-3}}$. The estimates below use rough inputs, and each changes one assumption while $G$ and the bulk $T_e$ stay fixed. All of them take the sheath voltage as steady. If the plasma potential oscillates at radio frequency with amplitude $V_1$ across the sheath, the mean floating drop rises by $(T_e/e)\ln I_0(eV_1/T_e)$, where $I_0$ is the modified Bessel function; for $V_1=10$ V this is about 5.6 V, which would add roughly $90\ \mathrm{W/m^2}$ through the ions, so the effect can be important in a real reactor.

\paragraph{Light and metastable atoms.} Electrons excite argon as well as ionize it. With roughly 3 excitations per ion, each of 12 eV, a further 36 eV is spent per ion. If all of it reaches the same wall, the load rises by roughly $580\ \mathrm{W/m^2}$, comparable to $q$ itself. The ratio of 3 is an assumed value and grows steeply as $T_e$ falls; with 4 excitations per ion the extra load would be about $770\ \mathrm{W/m^2}$, more than $q$. This does not contradict (\ref{eq:q}), which counts charged particles, but a measured total heat load should not be compared with 598 alone.

\paragraph{A depleted electron tail.} Inelastic collisions and wall losses remove fast electrons, and it is these that set the floating potential. As a model, let the distribution fall with $T_e$ up to $E_*=11.5$ eV and with $T_t=2$ eV above it. Let $\Phi$ be the full energy barrier from bulk to wall, with the presheath part taken as $T_e/2$; it equals the ion landing energy. For an isotropic distribution $f$ of total energy, the wall flux is proportional to $\int_0^\infty Kf(\Phi+K)\,dK$. This integral is $T_e^2e^{-\Phi_0/T_e}$ for the Maxwellian, with $\Phi_0=15.537$ eV. Equal fluxes require
\[
T_e^2e^{-\Phi_0/T_e}=T_t^2e^{-E_*/T_e}e^{-(\Phi-E_*)/T_t},
\]
and taking logarithms gives
\[
\Phi=E_*+T_t\left[\frac{\Phi_0-E_*}{T_e}-2\ln\frac{T_e}{T_t}\right]\approx12.57\ \mathrm{eV}.
\]
This exceeds $E_*$, as was assumed. The balance keeps the Maxwellian edge density and Bohm speed. Correcting them for the depleted tail, or taking the presheath drop of the fluid model, $T_e\ln2$, moves the total change below by about 0.1 eV. The ions lose 2.97 eV. The electrons arrive with $2T_t=4$ eV instead of 6 eV. The total change is $-4.97$ eV per ion, or $-80\ \mathrm{W/m^2}$. Among the particle terms estimated here for a steady sheath this is the largest, and alone it would bring the particle load to about $520\ \mathrm{W/m^2}$. That this lies near the tempting answer is a coincidence.

\paragraph{Incomplete absorption.} If 10\% of the ion impact energy is reflected, $q$ falls by $25\ \mathrm{W/m^2}$. Suppose instead that each ion releases $\gamma=0.1$ secondary electrons. The wall must then collect $1+\gamma$ plasma electrons per ion, so the barrier drops by $T_e\ln(1+\gamma)$. The work-function terms still cancel, since as many electrons leave the metal as enter it. A secondary released by neutralization carries off at most $E_{iz}-2W$, because two electrons must be taken from the metal. With this largest value the change is
\[
-T_e\ln1.1+0.1\,(2T_e)-0.1\,(E_{iz}-2W)\approx-0.37\ \mathrm{eV},
\]
or $-6\ \mathrm{W/m^2}$. This is a lower bound, and the sign depends on the energy the secondaries carry off: the change vanishes if they leave with about 3 eV, and it is $+0.31$ eV, or $+5\ \mathrm{W/m^2}$, if they leave with none.

\paragraph{Ion birth and collisions.} Ions are born along the whole presheath, not at one potential. In the fluid model above, the potential energy drop from the bulk is $T_e\ln(1+s^2)$. Averaging the remaining drop to the edge over the places of birth, and integrating by parts, gives
\[
2T_e\int_0^1\frac{s}{1+s^2}\,\frac{2s}{1+s^2}\,ds
=2T_e\left(\frac{\pi}{4}-\frac12\right)\approx0.571\,T_e
\]
in place of $0.5\,T_e$. This adds 0.21 eV per ion, or $3\ \mathrm{W/m^2}$. It is only an estimate, because the fluid model gives all ions at one place the same speed, while ions born at different places arrive there with different speeds. At 5 mTorr and 300 K, with an ion--atom cross section of $10^{-18}\ \mathrm{m^2}$, the ion free path is 6.2 mm. Numerical integration of the sheath equations gives a width of about 0.7 mm, measured from the point where the potential has dropped by $0.1\,T_e/e$. This width assumes an almost vanishing field at the sheath edge; an edge field of $0.1\,T_e/(e\lambda_D)$ shortens it to about 0.54 mm. The ratio to the free path is about 0.1, so most ions cross the sheath without a collision. The presheath is different: it can be several free paths long in a reactor of many centimetres, and ions then do collide there. The 0.21 eV above assumes no such collisions and is not a prediction for this reactor. At much higher pressure the sheath becomes collisional, and the ion landing energy used here no longer holds.
